# Crystals that distance-only message passing cannot distinguish, and separation by angles

## Problem

A crystal is a lattice with a basis of atoms of species $z_i$. A distance-only message-passing network with cutoff $r_c$ and depth $T$ gives each atom the feature $h_i^0=e(z_i)$ and updates it by

$$h_i^{t+1}=U_t\big(h_i^t,\ \{\!\{(h_j^t,r_{ij}):0<r_{ij}<r_c\}\!\}\big),$$

where $\{\!\{\cdot\}\!\}$ is a multiset over all atoms $j$ of the infinite crystal and $U_t$ is any function. The output per atom is the cell average of a readout $R(h_i^T)$. Pair potentials and embedded-atom energies $F(\sum_j\rho(r_{ij}))+\tfrac12\sum_j\phi(r_{ij})$ are cases with $T=1$.

(a) Can two non-congruent crystals receive the same output for every $T$, $e$, $U_t$ and $R$? If so, construct them and give the range of $r_c$. (b) Relate the answer to the Weisfeiler-Lehman test. (c) Find what bond angles add, and whether it matters for an energy.

## A tempting solution

After one layer, atom $j$ has recorded the distances to its neighbours. After two layers, atom $i$ has received these records, so for neighbours $j,k$ of $i$ with $r_{jk}<r_c$ it holds $r_{ij}$, $r_{ik}$ and $r_{jk}$. With $\mathbf r_j$ the vector from $i$ to $j$, expanding $r_{jk}^2=|\mathbf r_j-\mathbf r_k|^2$ gives

$$\mathbf r_j\cdot\mathbf r_k=\tfrac12\,(r_{ij}^2+r_{ik}^2-r_{jk}^2).$$

This Gram matrix fixes the neighbours up to an orthogonal transformation. Further layers extend the reconstruction to range $Tr_c$, which eventually covers the cell. Hence no such pair exists once $r_c$ is large enough, and angles add nothing.

## The fault

The formula needs $r_{jk}$ for a named pair $(j,k)$. The record of $j$ says that some atom with a certain feature lies at a certain distance. It does not say whether that atom is the neighbour $k$ of $i$ or another atom with the same feature. What reaches $i$ is a tree: its children are its neighbours, their children are their neighbours, and an atom reached by two routes appears as two unrelated nodes. The error lies in the words "it holds $r_{jk}$".

## Colour refinement

The distance-labelled Weisfeiler-Lehman test (1-WL) is run jointly on the $n_1+n_2$ basis atoms of two crystals. It starts from $c_i^0=z_i$ and sets

$$c_i^{t+1}=\mathrm{id}\big(c_i^t,\{\!\{(c_j^t,r_{ij})\}\!\}\big),$$

where id gives different arguments different colours and an image carries the colour of its basis atom.

*Equal colours give equal features.* This holds at $t=0$. Suppose $h^t=f_t(c^t)$ for one function $f_t$ on both crystals. If $c_i^{t+1}=c_k^{t+1}$, then $c_i^t=c_k^t$ and the two multisets of pairs $(c^t,r)$ agree. Applying $f_t$ to the colours makes both arguments of $U_t$ agree, so $h_i^{t+1}=h_k^{t+1}$. Conversely, the choice $U_t=\mathrm{id}$ is itself a network, and a readout equal to 1 on one colour and 0 elsewhere returns the fraction of that colour. The class separates two crystals if and only if their colour fractions differ at some round.

*One finite test decides all depths.* Since $c^{t+1}$ contains $c^t$, classes can split but not merge. If a round leaves their number unchanged, the partition is unchanged, and because the next partition is determined by the present one it never changes again. There are at most $n_1+n_2$ classes, so this happens within $n_1+n_2$ rounds.

*Lemma.* If the multiset $\{\!\{(z_j,r_{ij})\}\!\}$ depends on $z_i$ alone, is the same in both crystals, and the compositions agree, then the first round splits nothing, and all networks agree at all depths.

## First pair: ideal fcc and hcp

Take one species and neighbour distance $d=1$. A close-packed layer has basis vectors at $60^\circ$, so in-layer distances are $r^2=m^2+mn+n^2=1$ (six atoms), then 3. An adjacent layer is shifted by $\pm(\tfrac13,\tfrac13)$ in this basis, and the two signs give the same distances by in-plane inversion. With $x=m+\tfrac13$, $y=n+\tfrac13$ the squared lateral offset is

$$\rho^2=x^2+xy+y^2=m^2+mn+n^2+m+n+\tfrac13 .$$

Since $\rho^2=(x+y/2)^2+\tfrac34y^2$, the condition $\rho^2\le\tfrac43$ needs $|y|\le\tfrac43$, and likewise $|x|\le\tfrac43$, so $m,n\in\{-1,0,1\}$. Of these nine cases, $(0,0),(-1,0),(0,-1)$ give $\rho^2=\tfrac13$ and $(-1,-1),(1,-1),(-1,1)$ give $\tfrac43$; all other atoms have $\rho^2\ge\tfrac73$. Contact at $r=1$ fixes the layer spacing $\eta$ by $\eta^2=1-\tfrac13$, so $\eta=0.8165\,d$, and $r^2=\rho^2+\tfrac23=1,\,2,\,3,\dots$ Second layers lie at least $2\eta=\sqrt{8/3}=1.6330\,d$ away.

For $r_c\le\sqrt{8/3}\,d$ each atom of any close-packed stacking therefore sees the same shells, $6+3+3=12$ atoms at $d$ and $3+3=6$ at $\sqrt2\,d$ as far as $r_c$ reaches, and the lemma applies. In this range the predicted $E_{\rm hcp}-E_{\rm fcc}$ at ideal $c/a$ and the unrelaxed stacking-fault energy are zero. Above the threshold, hcp (AB) has two atoms directly above and below at $1.6330\,d$, while in fcc (ABC) the second layer is shifted and starts at $r^2=\tfrac83+\tfrac13=3$. A random eight-layer network gives outputs differing by $3\times10^{-15}$ at $r_c=1.6\,d$ and by $0.025$ at $1.7\,d$ (largest absolute difference of a dimensionless output over the layers). This pair leaves open that a larger cutoff rescues the tempting argument.

## Second pair: every cutoff

Take an orthorhombic cell $(p,q,u)$ with three species, two atoms each. The structures $X^\pm$ have

$$W=(0,w_y,w_z),\qquad C^\pm=(p/4,\,c_y,\,\pm c_z),\qquad V=(v_x,v_y,0),$$

and their images under the glide $g:(x,y,z)\to(x+p/2,\,y,\,-z)$, namely $W'=(p/2,w_y,-w_z)$, $C'^\pm=(3p/4,c_y,\mp c_z)$ and $V'=(v_x+p/2,v_y,0)$. Since $g^2$ is the translation by $p$ and the lattice is invariant under $z\to-z$, $g$ is a symmetry of each structure, and both atoms of a species have the same multiset.

Each two-species part of $X^+$ is congruent to that of $X^-$.

- VW is the same set of atoms.
- CV: the mirror $z\to-z$ fixes $V,V'$ and sends $C^+\to C^-$, $C'^+\to C'^-$.
- CW: the mirror $x\to-x$ fixes $W$, sends $W'$ to $(-p/2,w_y,-w_z)\equiv W'$, sends $C^+$ to $(-p/4,c_y,c_z)\equiv C'^-$, and sends $C'^+$ to $(-3p/4,c_y,-c_z)\equiv C^-$.

The distances from a C atom to all W atoms thus equal those from one C atom of the other structure, and by the glide from either. The same holds for each ordered pair of species. The lemma applies with no condition on $r_c$, so this pair defeats every finite cutoff and every depth. It also does so when all atoms are one element, since that is a special choice of $e(z)$; for the worked example below, the third moment $\mu_3$, computed with a hopping that ignores species, differs between the two structures, so they remain non-congruent without labels.

The value $p/4$ is what makes the CW mirror work; with C moved to $x=2.0$ Å in the cell below, 1-WL separates the structures and the network gap is $0.60$ at $r_c=3.6$ Å. If $v_x=0$ or $p/4$ modulo $p/2$, the mirror $x\to-x$ also preserves $\{V,V'\}$, and if $w_z=0$ the mirror $z\to-z$ also preserves $\{W,W'\}$; the two structures are then congruent.

## Angles

**Second pair.** At a C atom define, with vectors $\mathbf r$ to neighbours inside $r_c$ and radial weights $\varphi,\psi$,

$$\mathbf a=\sum_{j\in V}\varphi(r_j)\mathbf r_j,\qquad \mathbf b=\sum_{k\in W}\psi(r_k)\mathbf r_k,\qquad G=\mathbf a\cdot\mathbf b=\sum_{jk}\varphi\,\psi\,r_jr_k\cos\theta_{jk}.$$

$G$ is invariant under rotations and reflections. Let $\mathbf a,\mathbf b$ be the vectors at $C^+$ in $X^+$. Reflect $X^-$ in $z$. Then $C^-$ lands on $C^+$ and the V atoms stay, so the first vector is $\mathbf a$. The W atoms go to $(0,w_y,-w_z)$ and $(p/2,w_y,w_z)$, which are the images of $W'$ and $W$ under $x\to p/2-x$. This mirror preserves the lattice and fixes $x=p/4$, so each vector from C to a W atom has its $x$ component reversed and the second vector is $(-b_x,b_y,b_z)$. Therefore

$$G^\pm=\pm a_xb_x+a_yb_y+a_zb_z,\qquad G^+-G^-=2a_xb_x .$$

A congruence maps C atoms to C atoms, and both C atoms of a structure share one $G$ by the glide, so $a_xb_x\ne0$ proves non-congruence. One layer of vector ($l=1$) messages and a scalar product yields $G$. If $a_xb_x=0$, for instance when $r_c$ excludes all V atoms, this invariant decides nothing.

**First pair.** For a shell of $N$ unit vectors $\mathbf u_j$ let $Q_l^2=N^{-2}\sum_{jk}P_l(\mathbf u_j\cdot\mathbf u_k)$, which by the addition theorem equals $\frac{4\pi}{2l+1}\sum_m|\overline{Y_{lm}}|^2$ with the bar a shell average. Every site has a threefold axis $z$, which leaves only $m$ divisible by 3, so for $l\le2$ only $m=0$. For $l=1$ the heights above and below cancel. For $l=2$, $P_2=\tfrac12(3\cos^2\vartheta-1)$ with $\vartheta$ the polar angle: the first shell has six atoms with $\cos^2\vartheta=0$ and six with $\tfrac23$, giving $6(-\tfrac12)+6(\tfrac12)=0$, and the second has $\cos^2\vartheta=\tfrac23/2=\tfrac13$, giving 0. So $Q_1=Q_2=0$ in both shells.

Consider an equivariant network whose message is a neighbour feature times a radial function times $Y_{lm}(\hat{\mathbf r}_{ij})$ with $l\le2$, summed over $j$ before any product. If all atoms hold the same purely scalar feature, the $l=1,2$ sums vanish shell by shell and the $l=0$ sum is common to all atoms, so the next features are again equal scalars. Below the threshold cutoff such a network also fails on fcc and hcp at any depth.

For $l=3$, $\sum_{jk}(\mathbf u_j\cdot\mathbf u_k)^3=|\mathsf T|^2$ with $\mathsf T=\sum_j\mathbf u_j^{\otimes3}$. In fcc the neighbours come in pairs $\pm\mathbf u$ and $\mathsf T=0$. In hcp the six in-plane vectors cancel in the same way, and the others are $\rho\,\mathbf e_m\pm\eta\hat{\mathbf z}$, with $\rho^2=\tfrac13$ and three unit vectors $\mathbf e_m$ at $120^\circ$. Terms odd in $\hat{\mathbf z}$ cancel between the signs, and terms with two factors $\hat{\mathbf z}$ are proportional to $\sum_m\mathbf e_m=0$. This leaves $\mathsf T=2\rho^3\sum_m\mathbf e_m^{\otimes3}$ and

$$|\mathsf T|^2=4\rho^6\sum_{mn}(\mathbf e_m\cdot\mathbf e_n)^3=\tfrac4{27}\left[3+6\left(-\tfrac18\right)\right]=\tfrac13 .$$

With $P_3=\tfrac12(5x^3-3x)$ and $\sum_{jk}\mathbf u_j\cdot\mathbf u_k=|\sum_j\mathbf u_j|^2=0$, one finds $Q_3^2=\tfrac52\cdot\tfrac13/144=5/864$, so $Q_3=0.07607$ for hcp and 0 for fcc.

Adding the multiset of coloured triples $(r_{ij},r_{ik},\theta_{jk})$ to the refinement attaches each angle to the colours and distances of two neighbours of the same atom. This is less than the tempting solution assumed, since neighbours with equal colour and distance remain interchangeable. It separates fcc from hcp at $r_c=1.2\,d$ and $X^+$ from $X^-$ at $2.6$ Å in the first round. It does not separate all crystals at a given $r_c$. Give a centre four neighbours at unit distance: $P=(0.7,\beta,-0.55)$ and $P'=(-0.7,-\beta,-0.55)$ of one species with $\beta=\sqrt{0.2075}$, and $S=(0.8,0,0.6)$ and $T^\pm=(0,\pm0.8,0.6)$ of two further species. Since $T^+\cdot P=T^-\cdot P'=0.034$, $T^+\cdot P'=T^-\cdot P=-0.694$ and $T^+\cdot S=T^-\cdot S$, the triples at the centre agree. Yet the neighbour with product $0.034$ has the product $0.23$ with $S$ in one cluster and $-0.89$ in the other, so the Gram matrices differ under any relabelling. All distances between the four neighbours exceed $1.1$, so in a large cell with $r_c=1.05$ each of them sees only the centre and no round of the refinement separates the two crystals.

## Worked example

Round model parameters are used: cell $6\times4\times5$ Å, $W=(0,0,1)$, $C^\pm=(1.5,1,\pm2)$, $V=(0.5,2,0)$ Å. For $r_c=2.6$ Å both structures have the lists

- W: C at 2.0616 Å, two V at 2.2913 Å;
- C: V at 2.4495 Å, W at 2.0616 Å;
- V: C at 2.4495 Å, two W at 2.2913 Å.

This exhibits the fault. The atom $V$ has the W neighbours $(0,0,1)$ and $(0,4,1)$. In $X^+$ the W neighbour of C is $(0,0,1)$, and C, V, W close a triangle. In $X^-$ it is $W'=(3,0,-1)$, at 3.3541 Å from $V$, and this triangle is open. The trees are identical.

With $\varphi=\psi=1$, in $X^+$ one has $\mathbf a=(-1,1,-2)$ Å and $\mathbf b=(-1.5,-1,-1)$ Å, so $G^+=1.5-1+2=2.5$ Å$^2$ and $\cos\theta=2.5/(2.4495\times2.0616)$, $\theta=60.33^\circ$. In $X^-$ the vectors are $(-1,1,2)$ and $(1.5,-1,1)$ Å, so $G^-=-1.5-1+2=-0.5$ Å$^2$ and $\theta=95.68^\circ$. The difference is $3$ Å$^2$, equal to $2a_xb_x=2(-1)(-1.5)$. At the five cutoffs tried, from 2.6 to 12.1 Å, 1-WL keeps three colours and the network gap stays at or below $6\times10^{-14}$.

**An energy that sees the difference.** Take one orthogonal s orbital per atom, zero on-site energies and hopping $h(r)=-10\,\text{eV}\,(1-r/3.6\,\text{Å})^2$ for $r<3.6$ Å, the same for all species. The zone average $\mu_n=\langle\mathrm{Tr}\,H(\mathbf k)^n\rangle$ is a sum over walks of $n$ hops weighted by $e^{i\mathbf k\cdot\mathbf L}$, where $\mathbf L$ is the lattice vector by which a walk fails to close, and the average keeps $\mathbf L=0$. Hence

$$\mu_2=\sum_i\sum_jh(r_{ij})^2,\qquad \mu_3=\sum_i\sum_{j\ne k}h(r_{ij})\,h(r_{jk})\,h(r_{ki}),$$

with $i$ in the cell. The second moment is a $T=1$ quantity and must agree: it is $2(7.2363+4.9068+4.7758)=33.838$ eV$^2$ per cell in both. The third needs $r_{jk}^2=r_{ij}^2+r_{ik}^2-2r_{ij}r_{ik}\cos\theta_{jk}$. A triangle with at most two species lies in one of the congruent parts, so such triangles contribute equally, $-3.446$ eV$^3$ per cell, and only CVW triangles can differ.

A triangle is counted six times (three starting atoms, two directions) and the glide gives two copies per cell. The short triangle of $X^+$ contributes $12(-1.8262)(-1.3215)(-1.0214)=-29.58$ eV$^3$ of the CVW sum $-29.77$ eV$^3$. Its counterpart in $X^-$ gives $12(-1.8262)(-0.04666)(-1.0214)=-1.04$ eV$^3$, a small part of $-9.88$ eV$^3$. Most of the rest comes from $C^-,W',V'$: here $V'=(3.5,2,0)$ lies at $|(2,1,2)|=3$ Å from $C^-$, with $h=-10/36=-0.278$ eV, and at 2.2913 Å from $W'$, giving $12(-1.8262)(-1.3215)(-0.278)\approx-8.0$ eV$^3$. In all, $\mu_3^+-\mu_3^-=-29.77+9.88=-19.89$ eV$^3$, so the spectra differ although the Hamiltonian is built from distances alone.

For $N=3$ electrons per cell, spin degeneracy 2 and $kT=0.25$ eV, the band free energy is

$$F=-2kT\Big\langle\sum_n\ln\big(1+e^{-(\varepsilon_{n\mathbf k}-\mu)/kT}\big)\Big\rangle+\mu N,$$

with $\mu$ fixed by $N$. It is $F^+=-10.3460$ eV and $F^-=-9.8113$ eV per cell, unchanged to these digits between $24^3$ and $32^3$ k-points. Thus $\Delta F=-0.535$ eV per cell, or $-89$ meV per atom ($-8.6$ kJ/mol of atoms), at this filling and temperature. A repulsive pair term would add the same amount to both structures.

A distance-only network returns one value $y$ for both. The triangle inequality gives $|y-F^+|+|y-F^-|\ge|\Delta F|$, so relative to this tight-binding model its error on at least one structure is no less than $|\Delta F|/2=44.6$ meV per atom, whatever its depth, width, cutoff or training. The numerical check that follows tests the congruences, the refinement results, the formula for $G^+-G^-$ on 20 random geometries, the $Q_l$ against explicit spherical harmonics, and the moments against band eigenvalues.

## Table of computed values

```
fcc shells r/d x count: 1.0000x12, 1.4142x6, 1.7321x24
hcp shells r/d x count: 1.0000x12, 1.4142x6, 1.6330x2, 1.7321x18
layer spacing = 0.8165 d; threshold cutoff = 1.6330 d
fcc/hcp network gap, depth<=8: rc=1.6 d 3.1e-15; rc=1.7 d 2.50e-02
fcc angles deg x count: 60.00x24, 90.00x12, 120.00x24, 180.00x6
fcc sum cos^3 = 0.000000; Q1..Q4 = 0.00000 0.00000 0.00000 0.19094
hcp angles deg x count: 60.00x24, 90.00x12, 109.47x3, 120.00x18, 146.44x6, 180.00x3
hcp sum cos^3 = 0.333333; Q1..Q4 = 0.00000 0.00000 0.07607 0.09722
cell (A): [6. 4. 5.]  W, C(+), V (A): [0. 0. 1.] [1.5 1.  2. ] [0.5 2.  0. ]
X+/X- rc=2.6 A: neighbours/atom 2.7, WL equal, colours 3, gap 0.0e+00
X+/X- rc=3.6 A: neighbours/atom 8.7, WL equal, colours 3, gap 4.4e-16
X+/X- rc=5.1 A: neighbours/atom 28.0, WL equal, colours 3, gap 1.1e-15
X+/X- rc=8.1 A: neighbours/atom 109.3, WL equal, colours 3, gap 1.8e-15
X+/X- rc=12.1 A: neighbours/atom 370.7, WL equal, colours 3, gap 6.0e-14
X+ against rotated 24-atom supercell of X-, rc=3.6 A: gap 7.8e-16
control cx=2.0 A, rc=3.6 A: WL separates, gap 6.01e-01
angle-augmented WL, rc=2.6 A: separates X+/X- in round 1
neighbours of W, rc=2.6 A: C 2.0616 A, V 2.2913 A, V 2.2913 A
neighbours of C, rc=2.6 A: V 2.4495 A, W 2.0616 A
neighbours of V, rc=2.6 A: C 2.4495 A, W 2.2913 A, W 2.2913 A
X+: a=[-1.  1. -2.] A, b=[-1.5 -1.  -1. ] A, G=2.500 A^2, angle VCW=60.33 deg, r_VW=2.2913 A
X-: a=[-1.  1.  2.] A, b=[ 1.5 -1.   1. ] A, G=-0.500 A^2, angle VCW=95.68 deg, r_VW=3.3541 A
G(+)-G(-) = 3.000 A^2; 2 a_x b_x = 3.000 A^2
20 random geometries: worst network gap 2.1e-15; median |G(+)-G(-)| 3.21e-03 A^2
h(r) = -10.0 eV (1-r/3.6 A)^2, electrons/cell 3.0, kT = 0.25 eV
  h(2.0616 A) = -1.8262 eV
  h(2.2913 A) = -1.3215 eV
  h(2.4495 A) = -1.0214 eV
  h(3.3541 A) = -0.0467 eV
X+: site mu2 W,C,V = 7.2363 4.9068 4.7758 eV^2; mu2 = 33.8379 eV^2/cell
X+: mu3 CVW -29.7656, other -3.4457, total -33.2113 eV^3/cell
X+: second-moment energy -sum sqrt(mu2_i) = -14.1811 eV/cell
X+: F(24^3 k) = -10.34602, F(32^3 k) = -10.34602 eV/cell
X-: site mu2 W,C,V = 7.2363 4.9068 4.7758 eV^2; mu2 = 33.8379 eV^2/cell
X-: mu3 CVW -9.8769, other -3.4457, total -13.3227 eV^3/cell
X-: second-moment energy -sum sqrt(mu2_i) = -14.1811 eV/cell
X-: F(24^3 k) = -9.81126, F(32^3 k) = -9.81126 eV/cell
mu3(+)-mu3(-) = -19.8887 eV^3/cell
F(+)-F(-) = -0.5348 eV/cell = -89.1 meV/atom = -8.60 kJ/mol of atoms
unavoidable error of a distance-only network >= 44.6 meV/atom
```
